# Hall Effect and Absent Magnetoresistance in a Single Ellipsoidal Valley

## A spherical valley in a transverse field

Consider $n$ electrons per unit volume, each with charge $-e$ ($e>0$) and scalar mass $m$. Let collisions remove their mean momentum at the rate $1/\tau$. In a steady state the mean force balances this loss. With mean velocity $\mathbf u$,

$$\frac{m\mathbf u}{\tau}=-e(\mathbf E+\mathbf u\times\mathbf B). \tag{1}$$

The current density is $\mathbf j=-ne\mathbf u$. Take $\mathbf B$ along $z$ and a long bar along $x$, whose side faces let no current through, so that $j_y=j_z=0$. Then $u_x=-j_x/(ne)$ and $\mathbf u\times\mathbf B=(0,-u_xB,0)$. The $x$ and $y$ components of (1) give

$$E_x=\frac{m}{ne^2\tau}\,j_x,\qquad E_y=u_xB=-\frac{B}{ne}\,j_x. \tag{2}$$

The longitudinal field does not contain $B$, so there is no magnetoresistance. The Hall coefficient, defined here as $R_H=E_y/(j_xB)$, is $-1/(ne)$. Charge on the side faces produces a transverse field that cancels the mean magnetic force, and the drift along the bar proceeds as if no magnetic field were present.

In an ellipsoidal valley, force and acceleration are in general not parallel. One might expect the magnetic force to mix with the anisotropy and alter both results. Whether it does must be decided from the distribution of electrons, since (1) was so far assumed.

## The valley and its kinetic equation

Measure the crystal momentum $\mathbf p=\hbar\mathbf k$ from the valley minimum. The energy and velocity are

$$\varepsilon=\tfrac12\,\mathbf p\cdot M^{-1}\mathbf p,\qquad \mathbf v=\nabla_p\varepsilon=M^{-1}\mathbf p, \tag{3}$$

where the mass tensor $M$ is constant, symmetric and positive. The semiclassical force is $\mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B)$. Landau quantization is left out.

Let $f(\mathbf p)$ be the occupation of a state, and write $\int_p$ for $\int 2\,d^3p/(2\pi\hbar)^3$, the factor 2 counting spin. Density and mean velocity are

$$n=\int_p f,\qquad n\mathbf u=\int_p \mathbf v f. \tag{4}$$

Collisions drive $f$ towards the equilibrium distribution $f_0(\varepsilon)$ of the same density, with one time $\tau$ for all states. For a uniform steady state the Boltzmann equation is

$$\mathbf F\cdot\nabla_p f=-\frac{f-f_0}{\tau}. \tag{5}$$

The fields are weak enough for heating of the electrons to be ignored, so $f_0$ keeps its temperature.

## From the distribution to a force balance

Multiply (5) by $v_i$ and integrate over the valley. Because $f_0$ depends on $\varepsilon$, it is even in $\mathbf p$, while $v_i$ is odd. Hence $\int_p v_if_0=0$, and the right side becomes $-nu_i/\tau$.

On the left, integrate by parts. The boundary term vanishes because the occupation falls off rapidly at large momentum; this requires the occupied states to lie well inside the region where (3) describes the band. With repeated indices summed,

$$\int_p v_iF_l\frac{\partial f}{\partial p_l}
=-\int_p f\left(F_l\frac{\partial v_i}{\partial p_l}+v_i\frac{\partial F_l}{\partial p_l}\right). \tag{6}$$

The second term contains the divergence of the force. The electric part is independent of $\mathbf p$. For the magnetic part, (3) gives $\partial v_a/\partial p_l=(M^{-1})_{al}$, so

$$\frac{\partial F_l}{\partial p_l}=-e\,\epsilon_{lab}(M^{-1})_{al}B_b=0. \tag{7}$$

The sum vanishes because $\epsilon_{lab}$ is antisymmetric in $l$ and $a$, whereas $M^{-1}$ is symmetric.

In the first term, $\partial v_i/\partial p_l=(M^{-1})_{il}$ is constant and leaves the integral. The force is linear in $\mathbf v$, so its average involves $\mathbf u$ alone:

$$\int_p f\,\mathbf F=-ne(\mathbf E+\mathbf u\times\mathbf B). \tag{8}$$

Equating the two sides of the integrated equation gives $neM^{-1}(\mathbf E+\mathbf u\times\mathbf B)=-n\mathbf u/\tau$. Multiplication by $M/n$ yields

$$\frac{M\mathbf u}{\tau}=-e(\mathbf E+\mathbf u\times\mathbf B). \tag{9}$$

This is (1) with a mass tensor. The vector $M\mathbf u$ is the mean crystal momentum, which collisions remove at the rate $1/\tau$. No particular form of $f_0(\varepsilon)$ was needed, so degenerate and nondegenerate electrons obey the same balance.

## The resistivity law

Insert $\mathbf u=-\mathbf j/(ne)$ into (9). The left side becomes $-M\mathbf j/(ne\tau)$ and the magnetic term on the right becomes $+\mathbf j\times\mathbf B/n$. Solving for the electric field,

$$\boxed{\;\mathbf E=\rho_0\,\mathbf j+\frac{1}{ne}\,\mathbf j\times\mathbf B,\qquad \rho_0=\frac{M}{ne^2\tau}\;} \tag{10}$$

The resistance to a current in a given direction is measured by $\mathbf E\cdot\mathbf j/j^2$. Since $\mathbf j\cdot(\mathbf j\times\mathbf B)=0$,

$$\frac{\mathbf E\cdot\mathbf j}{j^2}=\frac{\mathbf j\cdot\rho_0\mathbf j}{j^2}. \tag{11}$$

The right side does not contain $\mathbf B$. There is no magnetoresistance for any direction of current or field, whether the two are perpendicular, oblique or parallel. This refers to a uniform current whose direction the sample fixes, as in the middle of a long bar. In a short, wide sample or a Corbino disc the contacts short the Hall field, and the measured resistance follows the field-dependent conductivity derived below.

To isolate the Hall field, reverse $\mathbf B$ at fixed $\mathbf j$ and take half the difference:

$$\mathbf E_H=\frac{\mathbf E(\mathbf B)-\mathbf E(-\mathbf B)}{2}
=\frac{1}{ne}\,\mathbf j\times\mathbf B=-\frac{1}{ne}\,\mathbf B\times\mathbf j. \tag{12}$$

For $\mathbf j$ along $x$ and $\mathbf B$ along $z$, the vector $\mathbf B\times\mathbf j$ points along $+y$. The definition used in (2) therefore generalizes to $\mathbf E_H=R_H\,\mathbf B\times\mathbf j$, and

$$R_H=-\frac{1}{ne}. \tag{13}$$

If $\theta$ is the angle between current and field, the Hall field has magnitude $jB\sin\theta/(ne)$. For $\theta=0$ it vanishes and $R_H$ cannot be read off.

Field reversal matters in a tilted ellipsoid. Even at $B=0$ the field $\rho_0\mathbf j$ need not be parallel to $\mathbf j$, so an ohmic transverse voltage appears. It is even in $\mathbf B$ and drops out of (12).

The mass is absent from (13) because the magnetic force depends on velocity. Fixing the current fixes $\mathbf u$, and $\mathbf E_H=-\mathbf u\times\mathbf B$ cancels the mean magnetic force before the mass tensor can act on it. Individual electrons with $\mathbf v\neq\mathbf u$ are still deflected. Their deflections do not affect the mean motion because the velocity is linear in momentum and all electrons share one $\tau$.

## What the field does to the conductivity

Equation (10) describes an imposed current. If the electric field is imposed instead and transverse currents may flow, the relevant tensor is $\sigma=\rho^{-1}$, which does depend on $\mathbf B$.

Let $[\mathbf a]$ denote the matrix with $[\mathbf a]\mathbf x=\mathbf a\times\mathbf x$. Put $S=\rho_0$ and $\mathbf b=-\mathbf B/(ne)$. Then (10) reads $\mathbf E=(S+[\mathbf b])\mathbf j$. Let $\operatorname{adj}S=(\det S)S^{-1}$. The inverse follows from the trial matrix

$$X=\operatorname{adj}S+\mathbf b\mathbf b^T-[S\mathbf b]. \tag{14}$$

Two identities are needed. A triple product of vectors transformed by $S$ acquires the factor $\det S$. Since $S$ is symmetric, this means $S[S\mathbf b]S=(\det S)[\mathbf b]$, and multiplication by $S^{-1}$ from the right gives

$$S[S\mathbf b]=[\mathbf b]\operatorname{adj}S. \tag{15}$$

The double cross product $\mathbf b\times(S\mathbf b\times\mathbf x)=S\mathbf b\,(\mathbf b\cdot\mathbf x)-\mathbf x\,(\mathbf b\cdot S\mathbf b)$ gives

$$[\mathbf b][S\mathbf b]=S\mathbf b\mathbf b^T-(\mathbf b\cdot S\mathbf b)I. \tag{16}$$

Now multiply out, using $[\mathbf b]\mathbf b=0$:

$$\begin{aligned}
(S+[\mathbf b])X={}&(\det S)I+S\mathbf b\mathbf b^T-S[S\mathbf b]\\
&+[\mathbf b]\operatorname{adj}S-[\mathbf b][S\mathbf b]\\
={}&(\det S+\mathbf b\cdot S\mathbf b)I.
\end{aligned} \tag{17}$$

The third and fourth terms cancel by (15), and (16) removes the second. Dividing $X$ by the scalar in (17) and restoring $\mathbf B$,

$$\sigma(\mathbf B)=\frac{\operatorname{adj}\rho_0+\mathbf B\mathbf B^T/(ne)^2+[\rho_0\mathbf B]/(ne)}{\det\rho_0+\mathbf B\cdot\rho_0\mathbf B/(ne)^2}. \tag{18}$$

With $\rho_0=M/(ne^2\tau)$, the ratio of the second term in the denominator to the first is

$$\frac{\mathbf B\cdot M\mathbf B}{ne^2\tau\,(ne)^2}\,\frac{(ne^2\tau)^3}{\det M}
=\omega_c^2\tau^2,\qquad
\omega_c=e\sqrt{\frac{\mathbf B\cdot M\mathbf B}{\det M}}. \tag{19}$$

This $\omega_c$ is the orbital frequency. Without an electric field, $d\mathbf v/dt=W\mathbf v$ with $W=eM^{-1}[\mathbf B]$. The trace of $W$ vanishes, being that of a symmetric times an antisymmetric matrix, and $\det W=0$ because $\det[\mathbf B]=0$. The identity before (15), with $S=M$ and $\mathbf b=\mathbf B$, gives $M^{-1}[\mathbf B]M^{-1}=[M\mathbf B]/\det M$. Since $\operatorname{tr}([\mathbf a][\mathbf c])=-2\mathbf a\cdot\mathbf c$, we find $\operatorname{tr}W^2=-2\omega_c^2$. The characteristic equation is then $\lambda^3+\omega_c^2\lambda=0$, with roots $0$ and $\pm i\omega_c$.

For $\mathbf B$ along $z$, two diagonal elements of (18) show the effect of the field:

$$\sigma_{xx}(B)=\frac{\sigma_{xx}(0)}{1+\omega_c^2\tau^2},\qquad
\sigma_{zz}(B)=\frac{\sigma_{zz}(0)+\omega_c^2\tau^2/\rho_{0,zz}}{1+\omega_c^2\tau^2}. \tag{20}$$

The first tends to zero in a strong field. The second tends to $1/\rho_{0,zz}$: the strong field suppresses the transverse currents, and the sample responds along $z$ as if those currents were blocked.

## A numerical case

Take principal masses $0.1$, $0.2$ and $1.0$ electron masses $m_e$. Tilt the axes by $30^\circ$ about $z$ and then by $40^\circ$ about the fixed $x$ axis. Let $n=10^{25}\ \mathrm{m^{-3}}$, $\tau=1$ ps, $T=300$ K and $B=4$ T along $z$. A current density of $10^6\ \mathrm{A/m^2}$ flows along $x$. These are model parameters and represent no particular material.

The scale of resistivity is $m_e/(ne^2\tau)=3.549\ \mathrm{\mu\Omega\,m}$. The laboratory element $M_{xx}=0.1250\,m_e$ gives

$$\rho_{xx}=0.1250\times3.549=0.4436\ \mathrm{\mu\Omega\,m}, \tag{21}$$

and hence $E_x=0.4436$ V/m, with or without the magnetic field. The off-diagonal mass $M_{yx}=-0.0332\,m_e$ produces an ohmic transverse field of $-0.1177$ V/m. From (13), $R_H=-6.2415\times10^{-7}\ \mathrm{m^3/C}$, or $-0.62415\ \mathrm{cm^3/C}$, so the Hall part of $E_y$ is

$$-6.2415\times10^{-7}\times4\times10^6=-2.4966\ \mathrm{V/m}. \tag{22}$$

The total is $E_y=-0.1177-2.4966=-2.6143$ V/m. With the field reversed it is $-0.1177+2.4966=2.3789$ V/m. Dividing the first value alone by $j_xB$ would overstate $|R_H|$ by $0.1177/2.4966$, about 4.7 per cent. Half the difference of the two readings restores (22).

The conductivity behaves quite differently. Here $\omega_c\tau=4.0388$, so (20) gives $\sigma_{xx}(B)/\sigma_{xx}(0)=1/(1+16.31)=0.0578$. The element falls from $2.4657$ to $0.1424$ in units of $10^6$ S/m, although $\rho_{xx}$ is unchanged. Along the field, $\sigma_{zz}$ falls from $0.8931$ to $0.4544$ in the same units, already close to its limit $1/\rho_{zz}=1/2.3390=0.4275$.

The frequency itself is anisotropic. With $\mathbf B$ along $x$, (19) replaces $M_{zz}=0.6591\,m_e$ by $M_{xx}=0.1250\,m_e$. This lowers $\omega_c\tau$ by the factor $\sqrt{0.1250/0.6591}=0.435$, to $1.7588$. The resistance stays the same in both orientations.

The chemical potential is $2.0\,k_BT$ above the valley minimum, so the electrons are neither strongly degenerate nor classical. For $\mathbf B$ along $z$, $\hbar\omega_c=0.10\,k_BT$; the level spacing is small compared with the thermal width, as the semiclassical treatment requires.

## A check through electron orbits

The conductivity can also be found without the moment equation (9). An electron now in state $\mathbf k$ last collided a time $s$ ago with probability $e^{-s/\tau}ds/\tau$. Since then the electric field has done work $w(s)=-e\mathbf E\cdot\int_{-s}^0\mathbf v(t)\,dt$ on it. Its energy just after that collision was $\varepsilon-w$, so to first order in $\mathbf E$ the occupation changes by

$$\begin{aligned}
\delta f&=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}w(s)\\
&=-e\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf E\cdot\int_{-\infty}^0\mathbf v(t)\,e^{t/\tau}dt.
\end{aligned} \tag{23}$$

The second line follows by integrating by parts in $s$. To this order, $\mathbf v(t)$ is the orbit in the magnetic field alone. From $\mathbf j=-e\int_p\mathbf v\,\delta f$,

$$\sigma_{ij}=e^2\int_p\left(-\frac{\partial f_0}{\partial\varepsilon}\right)v_i\int_{-\infty}^0v_j(t)\,e^{t/\tau}dt. \tag{24}$$

Equation (24) was evaluated with numerically followed orbits and a sum over momentum, and then inverted. The density came from a separate sum over $f_0$. For three field directions and two current directions, the largest resistance change relative to the zero-field value was $7\times10^{-12}$, which is numerical error. The Hall coefficient agreed with (13) in every case where current and field were not parallel. The output below prints the largest resistance change and, for $\mathbf B$ along $z$ and current along $x$, the Hall coefficient; the program checks the other Hall coefficients to one part in $10^6$.

## Where the result fails

**Two valleys.** Let two valleys hold $n/2$ electrons each. In the plane normal to $\mathbf B$, the first has masses $m_1,m_2$ along $x,y$, and the second has them interchanged; $z$ is a principal axis of both. Define $a=2m_1/(ne^2\tau)$, $c=2m_2/(ne^2\tau)$ and $\beta=2B/(ne)$. By (10), the first valley has

$$\rho_1=\begin{pmatrix}a&\beta\\-\beta&c\end{pmatrix},\qquad
\sigma_1=\frac{1}{ac+\beta^2}\begin{pmatrix}c&-\beta\\\beta&a\end{pmatrix}. \tag{25}$$

The second follows by exchanging $a$ and $c$. Both valleys feel the same electric field, so their conductivities add. Inverting the sum gives

$$\rho=\frac{ac+\beta^2}{(a+c)^2+4\beta^2}\begin{pmatrix}a+c&2\beta\\-2\beta&a+c\end{pmatrix}. \tag{26}$$

Thus $\rho_{xx}$ rises from $ac/(a+c)$ at zero field to $(a+c)/4$ in a strong field, by the factor $(m_1+m_2)^2/(4m_1m_2)$. Since $R_H=\rho_{yx}/B$,

$$\frac{R_H}{-1/(ne)}=\frac{4(ac+\beta^2)}{(a+c)^2+4\beta^2}. \tag{27}$$

For $m_1\ne m_2$ this is below 1 at any finite field and approaches 1 in a strong field. One transverse electric field cannot cancel the mean magnetic forces in two valleys that drift at different velocities.

For the tilted ellipsoid above, paired with a copy turned by $90^\circ$ about $z$, the computed resistance along $x$ at 4 T is $1.50$ times its zero-field value. The Hall coefficient, read from the part of $\rho_{yx}$ odd in $B$, is $0.972$ times $-1/(ne)$; the odd field of the pair also has a small $z$ component, about 0.5 per cent of the $y$ component at 4 T, so it is no longer exactly of the form $R_H\,\mathbf B\times\mathbf j$. Both deviations have the signs found in the untilted model.

**A relaxation time that depends on energy.** Return to a spherical valley with $\mathbf B$ along $z$, and write $E_+=E_x+iE_y$, $j_+=j_x+ij_y$ and $\omega=eB/m$. An orbit in the magnetic field conserves energy, so each energy in (24) has its own constant $\tau(\varepsilon)$. Its contribution has the form of the response from (1), where $(\mathbf u\times\mathbf B)_+=-iBu_+$. Therefore

$$j_+=\frac{ne^2}{m}\left\langle\frac{\tau}{1-i\omega\tau}\right\rangle E_+. \tag{28}$$

The brackets denote a normalized average over energy with weight $\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)$: a factor $\varepsilon^{1/2}$ comes from the density of states and $\varepsilon$ from the squared velocity. Expanding the average to second order in $\omega$ and inverting,

$$\begin{aligned}
E_+={}&\frac{m\,j_+}{ne^2\langle\tau\rangle}\Bigg[1-i\omega\frac{\langle\tau^2\rangle}{\langle\tau\rangle}\\
&+\omega^2\left(\frac{\langle\tau^3\rangle}{\langle\tau\rangle}-\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right)\Bigg].
\end{aligned} \tag{29}$$

The Cauchy–Schwarz inequality $\langle\tau^2\rangle^2\le\langle\tau\rangle\langle\tau^3\rangle$ makes the quadratic term nonnegative. The linear term multiplies the Hall coefficient by $\langle\tau^2\rangle/\langle\tau\rangle^2\ge1$. Both corrections vanish when $\tau$ is constant.

For the ellipsoid above with $\tau(\varepsilon)=(1\ \mathrm{ps})/(1+\varepsilon/k_BT)$, the full calculation at 4 T gives a resistance ratio of $1.0609$ and a Hall coefficient $1.0605$ times $-1/(ne)$. The near equality belongs to this field and is no general law: in (29) the resistance correction vanishes as $B^2$ at low field, while the Hall correction stays finite.

**A nonparabolic band.** Here $\partial v_i/\partial p_l$ varies with momentum and cannot be taken out of (6). The average force no longer determines the mean velocity by itself, and the proof does not apply. The result itself need not fail. In an isotropic band with constant $\tau$, each energy shell responds as in (28) with its own mass $p/v$. The spread of this mass over the thermal window then acts like a spread of $\tau$, and both corrections vanish in the strongly degenerate limit.

## Numbers as computed

```
principal masses (m_e): [0.1 0.2 1. ]
tilt about z, then about fixed x (degrees): [30.0, 40.0]
density n = 1.0000e+25 m^-3
tau = 1.000 ps, T = 300.0 K
B = 4.00 T, j = 1.00e+06 A/m^2 along x
chemical potential / kT = 1.9960
mass tensor in lab axes (m_e):
     0.1250    -0.0332    -0.0278
    -0.0332     0.5159    -0.4062
    -0.0278    -0.4062     0.6591
resistivity at B=0 (micro-ohm m):
     0.4436    -0.1177    -0.0988
    -0.1177     1.8307    -1.4416
    -0.0988    -1.4416     2.3390
resistivity, B along +z (micro-ohm m):
     0.4436     2.3789    -0.0988
    -2.6143     1.8307    -1.4416
    -0.0988    -1.4416     2.3390
conductivity at B=0 (10^6 S/m):
     2.4657     0.4674     0.3922
     0.4674     1.1500     0.7285
     0.3922     0.7285     0.8931
conductivity, B along +z (10^6 S/m):
     0.1424    -0.3504    -0.2099
     0.4044     0.0664     0.0580
     0.2553     0.0261     0.4544
omega_c tau, B along z: 4.0388
omega_c tau, B along x: 1.7588
omega_c tau, B along (1,2,2)/3: 1.9132
hbar omega_c / kT, B along z: 0.1028
sigma_xx(B)/sigma_xx(0), B along z: 0.05776
rho_xx(B)/rho_xx(0), B along z: 1.000000
largest relative resistance change, all cases: 7.3e-12
E_x at +B: 0.4436 V/m
E_y at +B: -2.6143 V/m
E_y at -B: 2.3789 V/m
E_y, even part: -0.1177 V/m
E_y, odd part: -2.4966 V/m
R_H from orbits: -6.24151e-07 m^3/C
-1/(n e): -6.24151e-07 m^3/C = -0.62415 cm^3/C
two valleys: rho_xx(B)/rho_xx(0) = 1.4996
two valleys: R_H/(-1/ne) = 0.9722
energy-dependent tau: rho_xx(B)/rho_xx(0) = 1.0609
energy-dependent tau: R_H/(-1/ne) = 1.0605
```
